# Partition noise of two colliding Lorentzian single-electron pulses: a numerical check

```python
"""Collision of two single-electron Lorentzian pulses at a beam splitter.

Result under test (zero temperature, equal half-widths w, delay tau):
  noise(both sources) / [sum of noises of each source alone]
      = 1 - 4 w^2 / (tau^2 + 4 w^2).
D: transmission, R = 1-D; N3: electron number in output port 3;
G: one-particle correlation matrix; P: projector on the filled Fermi sea;
phi: wave function of the electron added by one pulse.
In the ring calculations time is measured in units of w.
"""
from itertools import combinations
import numpy as np
import sympy as sp
from scipy.constants import e, hbar, k


def law(delay, w1=1.0, w2=1.0):
    return 1 - 4*w1*w2/(delay**2 + (w1 + w2)**2)


# Symbolic check: drive phase, and the single electron added to the sea
t, s = sp.symbols("t s", real=True)
a = sp.symbols("a", positive=True)
U = (t + sp.I*a)/(t - sp.I*a)
U_conj_s = (s - sp.I*a)/(s + sp.I*a)
assert sp.simplify(sp.I*sp.diff(U, t)/U - 2*a/(t**2 + a**2)) == 0
added = (U*U_conj_s - 1)*sp.I/(2*sp.pi*(t - s))
expected = (a/sp.pi)/((t - sp.I*a)*(s + sp.I*a))
assert sp.simplify(added - expected) == 0

# Number variance of a Slater determinant by enumeration of occupations
rng = np.random.default_rng(4)
raw = rng.normal(size=(7, 3)) + 1j*rng.normal(size=(7, 3))
orbitals = np.linalg.qr(raw)[0]
mean = second = total = 0.0
for occupied in combinations(range(7), 3):
    prob = abs(np.linalg.det(orbitals[list(occupied)]))**2
    count = sum(site < 4 for site in occupied)
    total += prob
    mean += prob*count
    second += prob*count**2
G_part = (orbitals @ orbitals.conj().T)[:4, :4]
wick = np.trace(G_part @ (np.eye(4) - G_part)).real
assert abs(total - 1) < 1e-12
assert abs(second - mean**2 - wick) < 1e-12


# Two-electron state on a time grid, both output ports kept
def two_electron_counts(delay, w, D, points=400):
    theta = -np.pi + 2*np.pi*(np.arange(points) + 0.5)/points
    time = delay/2 + w*np.tan(theta/2)
    weight = (2*np.pi/points)*w/(2*np.cos(theta/2)**2)
    root = np.sqrt(weight*w/np.pi)
    phi1 = root/(time - 1j*w)
    phi2 = root/(time - delay - 1j*w)
    overlap = abs(np.vdot(phi1, phi2))**2
    r, d = 1j*np.sqrt(1 - D), np.sqrt(D)
    out1 = np.concatenate([d*phi1, r*phi1])
    out2 = np.concatenate([r*phi2, d*phi2])
    psi = (np.outer(out1, out2) - np.outer(out2, out1))/np.sqrt(2)
    density = abs(psi)**2
    both3 = density[:points, :points].sum()
    both4 = density[points:, points:].sum()
    split = density.sum() - both3 - both4
    avg = 2*both3 + split
    variance = 4*both3 + split - avg**2
    return overlap, both3, both4, split, variance


# Fermi sea on a ring: phases integrated numerically from the drive
SAMPLES, HALF, DEPTH = 4096, 300, 600
levels = np.arange(-HALF, HALF)
sea_levels = np.arange(-DEPTH, 0)
P = np.diag((levels < 0).astype(complex))


def phase_factor(rate, period):
    """exp(-i integral of rate dt), rate sampled over one period."""
    time = np.arange(SAMPLES)*period/SAMPLES
    omega = 2*np.pi*np.fft.fftfreq(SAMPLES, period/SAMPLES)
    spectrum = np.fft.fft(rate)
    average = spectrum[0].real/SAMPLES
    assert abs(average*period - 2*np.pi) < 1e-8
    spectrum[0] = 0
    omega[0] = 1
    ripple = np.fft.ifft(spectrum/(1j*omega)).real
    return np.exp(-1j*(average*time + ripple))


def lorentz_factor(center, width, period):
    """Drive is the sum of Lorentzians repeated with the given period."""
    time = np.arange(SAMPLES)*period/SAMPLES
    q = 2*np.pi*width/period
    angle = 2*np.pi*(time - center)/period
    rate = 2*np.pi/period*np.sinh(q)/(np.cosh(q) - np.cos(angle))
    return phase_factor(rate, period)


def driven_sea(factor):
    coeff = np.fft.ifft(factor)
    A = coeff[(levels[:, None] - sea_levels[None, :]) % SAMPLES]
    return A @ A.conj().T


def output_variance(G1, G2, D):
    G3 = D*G1 + (1 - D)*G2
    return np.trace(G3).real - np.sum(abs(G3)**2)


D = 0.4
R = 1 - D
scaled_delays = np.array([0.0, 1.0, 2.0, 4.0, 6.0])
ring_ratios, ring_unequal = [], []
for period in (60.0, 120.0):
    start = period/2
    G1 = driven_sea(lorentz_factor(start, 1.0, period))
    alone1 = output_variance(G1, P, D)
    row = []
    for delay in scaled_delays:
        G2 = driven_sea(lorentz_factor(start + delay, 1.0, period))
        alone2 = output_variance(P, G2, D)
        assert abs(alone1 - D*R) < 1e-5
        assert abs(alone2 - D*R) < 1e-5
        row.append(output_variance(G1, G2, D)/(alone1 + alone2))
    ring_ratios.append(row)
    G_wide = driven_sea(lorentz_factor(start, 2.0, period))
    ring_unequal.append(output_variance(G1, G_wide, D)/(2*D*R))
    if period == 60.0:
        eigen = np.linalg.eigvalsh(G1 - P)
        assert abs(eigen[-1] - 1) < 1e-5
        assert np.max(abs(eigen[:-1])) < 1e-5
        clock = np.arange(SAMPLES)*period/SAMPLES
        bell = np.sqrt(2*np.pi)*np.exp(-(clock - start)**2/2)
        change = driven_sea(phase_factor(bell, period)) - P
        gauss_charge = np.trace(change).real
        gauss_excitations = np.sum(abs(change)**2)
        assert abs(gauss_charge - 1) < 1e-4
        assert gauss_excitations > 1 + 1e-3
short, long = np.array(ring_ratios)
# Finite-period error falls as 1/period^2; remove its leading term
limit = long + (long - short)/3
assert np.max(abs(limit - law(scaled_delays))) < 2e-4
unequal_limit = ring_unequal[1] + (ring_unequal[1] - ring_unequal[0])/3
assert abs(unequal_limit - law(0.0, 1.0, 2.0)) < 2e-4

# Worked example
w_ps, frequency = 30.0, 250e6
w = w_ps*1e-12
train_period = 1/(frequency*w)
single_noise = 2*e**2*frequency*D*R
print(f"half-width w = {w_ps:.0f} ps")
print(f"transmission D = {D:.2f}, reflection R = {R:.2f}")
print(f"repetition frequency = {frequency/1e6:.0f} MHz")
print(f"period / half-width = {train_period:.2f}")
print(f"peak voltage magnitude = {2*hbar/(e*w)*1e6:.2f} microvolt")
print(f"thermal scale hbar/(k_B w) = {hbar/(k*w)*1e3:.1f} mK")
print(f"charge variance, one source alone = {D*R:.4f}")
print(f"current noise, one source alone = {single_noise*1e30:.4f}"
      " x 1e-30 A^2/Hz")
print(f"sum of both separate noises = {2*single_noise*1e30:.4f}"
      " x 1e-30 A^2/Hz")
harmonics = np.fft.fftfreq(SAMPLES, 1/SAMPLES)
first = lorentz_factor(train_period/2, 1.0, train_period)
for index, delay in enumerate(scaled_delays):
    overlap, both3, both4, split, variance = two_electron_counts(
        delay*w_ps, w_ps, D)
    ratio = variance/(2*D*R)
    assert abs(both3 + both4 + split - 1) < 1e-8
    assert abs(both3 - both4) < 1e-10
    assert abs(both3 - D*R*(1 - overlap)) < 1e-8
    assert abs(overlap - 4/(delay**2 + 4)) < 1e-8
    assert abs(ratio - law(delay)) < 1e-7
    second_pulse = lorentz_factor(train_period/2 + delay, 1.0, train_period)
    p = np.fft.ifft(first*second_pulse.conj())
    train_ratio = np.sum(abs(harmonics)*abs(p)**2)/2
    assert abs(train_ratio - law(delay)) < 1e-3
    noise = 2*e**2*frequency*variance
    print(f"delay = {delay*w_ps:.0f} ps:")
    print(f"  squared overlap = {overlap:.4f};"
          f" P(both in port 3) = {abs(both3):.4f}")
    print(f"  Var N3 = {abs(variance):.4f}; noise ratio = {abs(ratio):.4f}")
    print(f"  current noise = {abs(noise)*1e30:.4f} x 1e-30 A^2/Hz")
    print(f"  ratio: periodic train = {abs(train_ratio):.4f};"
          f" ring extrapolated = {abs(limit[index]):.4f}")
print("ratio at zero delay, widths w and 2w (ring extrapolated)"
      f" = {unequal_limit:.4f}")
print(f"Gaussian pulse: net charge added = {gauss_charge:.4f} electrons")
print("Gaussian pulse: single-source variance / (D R)"
      f" = {gauss_excitations:.4f}")
print("done: every assertion held")
```

Running it gives:

```
half-width w = 30 ps
transmission D = 0.40, reflection R = 0.60
repetition frequency = 250 MHz
period / half-width = 133.33
peak voltage magnitude = 43.88 microvolt
thermal scale hbar/(k_B w) = 254.6 mK
charge variance, one source alone = 0.2400
current noise, one source alone = 3.0804 x 1e-30 A^2/Hz
sum of both separate noises = 6.1607 x 1e-30 A^2/Hz
delay = 0 ps:
  squared overlap = 1.0000; P(both in port 3) = 0.0000
  Var N3 = 0.0000; noise ratio = 0.0000
  current noise = 0.0000 x 1e-30 A^2/Hz
  ratio: periodic train = 0.0000; ring extrapolated = 0.0000
delay = 30 ps:
  squared overlap = 0.8000; P(both in port 3) = 0.0480
  Var N3 = 0.0960; noise ratio = 0.2000
  current noise = 1.2321 x 1e-30 A^2/Hz
  ratio: periodic train = 0.1999; ring extrapolated = 0.2000
delay = 60 ps:
  squared overlap = 0.5000; P(both in port 3) = 0.1200
  Var N3 = 0.2400; noise ratio = 0.5000
  current noise = 3.0804 x 1e-30 A^2/Hz
  ratio: periodic train = 0.4996; ring extrapolated = 0.5000
delay = 120 ps:
  squared overlap = 0.2000; P(both in port 3) = 0.1920
  Var N3 = 0.3840; noise ratio = 0.8000
  current noise = 4.9286 x 1e-30 A^2/Hz
  ratio: periodic train = 0.7994; ring extrapolated = 0.8000
delay = 180 ps:
  squared overlap = 0.1000; P(both in port 3) = 0.2160
  Var N3 = 0.4320; noise ratio = 0.9000
  current noise = 5.5447 x 1e-30 A^2/Hz
  ratio: periodic train = 0.8993; ring extrapolated = 0.9000
ratio at zero delay, widths w and 2w (ring extrapolated) = 0.1111
Gaussian pulse: net charge added = 1.0000 electrons
Gaussian pulse: single-source variance / (D R) = 1.0603
done: every assertion held
```
